# The g factor of boron-like argon from three contributions

## The problem

The ion Ar¹³⁺ has nuclear charge $Z=18$ and five electrons in the configuration $1s^22s^22p$. Its ground state is $^2P_{1/2}$. In a weak uniform magnetic field $B$ along $z$ the level shifts by $\Delta E=g\,\mu_B B\,m_j$, which defines $g$. The value to be accounted for is $g=0.66365$. It is given here as a target and is not used to adjust any model.

Take a point nucleus of infinite mass and treat the $2p$ electron as moving in a local central potential $V(r)$. Atomic units are used: $\hbar=m=e=1$, $c=1/\alpha$, $\mu_B=1/2$, energies in hartree.

**(a)** Express $g$ of a Dirac electron in a $p_{1/2}$ state through the mean value of the Dirac matrix $\beta$. Evaluate it for the bare nucleus.

**(b)** Find the change of $g$ caused by the anomalous magnetic moment of the electron, with the free-electron value $g_s=2+\alpha/\pi$ to first order in $\alpha$.

**(c)** How large must the screening contribution be to reach the target? Estimate it from the core electrons, and decide which digits of $g$ the estimate supports.

## Hints

1. For (a), use $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and first-order perturbation theory. The result contains $\int rGF\,dr$, with $G$ and $F$ the radial functions. Differentiate $G^2+F^2$, multiply by $r$ and integrate.
2. For the Coulomb field, the commutator of the Hamiltonian with $\mathbf r\cdot\mathbf p$ ties $\langle\beta\rangle$ to the energy.
3. For (b), write the $p_{1/2}$ state with $m_j=1/2$ in terms of orbital and spin states.
4. For (c), relate $\langle\beta\rangle$ to the nonrelativistic kinetic energy, and ask what the core does to that energy.

## Solution

### (a) The Dirac value

The electron has charge $-1$, so its Hamiltonian is $c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V$. Since $\boldsymbol\alpha\cdot(\mathbf B\times\mathbf r)=\mathbf B\cdot(\mathbf r\times\boldsymbol\alpha)$, the first-order shift is

$$\Delta E=\frac{cB}{2}\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle .$$

For $m_j=1/2$ the definition gives $\Delta E=gB/4$, hence $g=2c\,\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle$.

Let $\mathbf n=\mathbf r/r$, $\sigma_r=\mathbf n\cdot\boldsymbol\sigma$, and let $\chi$ be the spin-up spinor. The state is

$$\psi=\frac1r\begin{pmatrix}G\,\Omega_p\\ iF\,\Omega_s\end{pmatrix},\qquad \Omega_s=\frac{\chi}{\sqrt{4\pi}},\qquad \Omega_p=-\sigma_r\Omega_s,$$

with $\int(G^2+F^2)dr=1$. The matrix $\boldsymbol\alpha$ couples upper and lower components:

$$\langle(\mathbf r\times\boldsymbol\alpha)_z\rangle=2\,\mathrm{Re}\left[i\int rGF\,dr\int\Omega_p^\dagger(\mathbf n\times\boldsymbol\sigma)_z\Omega_s\,d\Omega\right].$$

The product rule for Pauli matrices gives $\sigma_r\boldsymbol\sigma=\mathbf n+i\,\boldsymbol\sigma\times\mathbf n$. Taking the cross product with $\mathbf n$ from the left,

$$\sigma_r(\mathbf n\times\boldsymbol\sigma)=i\,\mathbf n\times(\boldsymbol\sigma\times\mathbf n)=i(\boldsymbol\sigma-\mathbf n\,\sigma_r).$$

The average of $n_in_j$ over directions is $\delta_{ij}/3$, so the right side averages to $\tfrac{2i}{3}\boldsymbol\sigma$. With the minus sign in $\Omega_p$ the angular integral is $-2i/3$. Then $2\,\mathrm{Re}[i(-2i/3)]=4/3$, and

$$g=\frac{8c}{3}\int rGF\,dr .$$

Let $\varepsilon$ be the energy without the rest energy $c^2$. The radial equations are

$$G'=-\frac Gr+\frac{\varepsilon+2c^2-V}{c}F,\qquad F'=\frac Fr-\frac{\varepsilon-V}{c}G .$$

In $2GG'+2FF'$ the potential and $\varepsilon$ cancel from the $GF$ term:

$$(G^2+F^2)'=-\frac2r(G^2-F^2)+4c\,GF .$$

Multiply by $r$ and integrate. The boundary term $r(G^2+F^2)$ vanishes at both ends for a bound state, so the left side gives $-1$. Since $\langle\beta\rangle=\int(G^2-F^2)dr$,

$$-1=-2\langle\beta\rangle+4c\int rGF\,dr
\quad\Rightarrow\quad
g=\frac43\left(\langle\beta\rangle-\frac12\right).$$

The potential has dropped out, so this form also serves for the screened ion in part (c).

For $V=-Z/r$, the mean value of $i[H,\mathbf r\cdot\mathbf p]$ vanishes in a stationary state. This gives $\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle=\langle Z/r\rangle=-\langle V\rangle$. The total energy, rest energy included, is therefore $E=c^2\langle\beta\rangle$. Its value follows from a short solution of the radial equations.

Set $w=E/c^2$, $\zeta=\alpha Z$, $k=c(1+w)$, $q=c(1-w)$ and $\lambda=\sqrt{kq}$. The equations become

$$G'=-\frac Gr+\left(k+\frac\zeta r\right)F,\qquad F'=\frac Fr+\left(q-\frac\zeta r\right)G .$$

Try $G=r^\gamma e^{-\lambda r}(a_0+a_1r)$ and $F=r^\gamma e^{-\lambda r}(b_0+b_1r)$.

- The lowest power of $r$ gives $(\gamma+1)a_0=\zeta b_0$ and $(\gamma-1)b_0=-\zeta a_0$, so $\gamma=\sqrt{1-\zeta^2}$.
- The highest power gives $b_1=-(\lambda/k)a_1$.
- The middle power gives $(\gamma+2)a_1-\zeta b_1=\lambda a_0+kb_0$ and $\gamma b_1+\zeta a_1=qa_0+\lambda b_0$.

Because $q=\lambda^2/k$, the last right side is $\lambda/k$ times the one before it. Equating the left sides in the same ratio and inserting $b_1$,

$$\zeta-\frac{\gamma\lambda}{k}=\frac\lambda k\left(\gamma+2+\frac{\zeta\lambda}{k}\right)
\quad\Rightarrow\quad
\zeta\left(\frac k\lambda-\frac\lambda k\right)=2(\gamma+1).$$

The bracket equals $(k-q)/\lambda=2w/\sqrt{1-w^2}$. Squaring $\zeta w=(\gamma+1)\sqrt{1-w^2}$ gives

$$w^2=\frac{(1+\gamma)^2}{(1+\gamma)^2+\zeta^2}=\frac{1+\gamma}{2},$$

where $\zeta^2=(1-\gamma)(1+\gamma)$ was used. A solution with $a_1=b_1=0$ is impossible: the lowest power requires $a_0$ and $b_0$ to have equal signs, the highest would require opposite signs. The solution found is thus the lowest $p_{1/2}$ state, $2p_{1/2}$, and

$$g_D=\frac43\left(\sqrt{\frac{1+\gamma}{2}}-\frac12\right)=\frac23\left[\sqrt{2(1+\gamma)}-1\right].$$

For argon $\alpha Z=0.131352$ and $\gamma=0.9913357$, so $g_D=0.66378$.

### (b) The anomalous moment

The anomaly is itself small, so the nonrelativistic $p_{1/2}$ state suffices at leading order. Write the state with $m_j=1/2$ as $a|1,\downarrow\rangle+b|0,\uparrow\rangle$, where the number is $m_l$. The raising operator $J_+$ must annihilate it, which requires $a+\sqrt2\,b=0$. Normalization then gives $a^2=2/3$ and $b^2=1/3$, so

$$\langle l_z\rangle=\frac23,\qquad \langle s_z\rangle=\frac12\left(\frac13-\frac23\right)=-\frac16 .$$

From $g/2=\langle l_z\rangle+g_s\langle s_z\rangle$ follows $g=\tfrac43-\tfrac13g_s$. With $g_s=2$ this is $2/3$, the limit of $g_D$ for $\alpha Z\to0$. The extra moment $\alpha/\pi$ contributes

$$\Delta g_{\rm anom}=-\frac{\alpha}{3\pi}=-0.000774 .$$

The sign is negative because the mean spin points against the total angular momentum. Corrections to this term from the binding are not evaluated here.

### (c) The screening contribution

The first two terms give $0.663775-0.000774=0.663001$. The target requires

$$\Delta g_{\rm scr}=0.66365-0.66300\approx+0.00065 .$$

**Why the sign is positive.** Normalization gives $\langle\beta\rangle=1-2\int F^2dr$. Where $|\varepsilon-V|\ll2c^2$, the first radial equation reduces to $F\approx(G'+G/r)/(2c)$. Integrating the cross term by parts,

$$\int\left(G'+\frac Gr\right)^2dr=\int\left(G'^2+\frac{2G^2}{r^2}\right)dr=2T,$$

where $T$ is the nonrelativistic kinetic energy of a $p$ electron. Hence $\int F^2dr\approx T/(2c^2)$ and

$$g\approx\frac23-\frac43\,\frac{T}{c^2}.$$

The core electrons cancel part of the nuclear attraction. The $2p$ orbital expands, $T$ falls and $g$ rises.

For the bare nucleus $T=Z^2/8=40.50$ hartree. With $c^2=18778.9$ hartree the law gives $0.663791$, which is $1.6\times10^{-5}$ above $g_D$. The difference is mostly the next order: expanding the closed formula in $\alpha Z$ gives

$$g_D=\frac23-\frac{(\alpha Z)^2}{6}-\frac{5(\alpha Z)^4}{96}-\dots$$

Much of this error cancels when two potentials are compared.

**Estimate by hand.** Slater's rules assign to a $2p$ electron a screening of 0.85 for each $1s$ electron and 0.35 for each other electron with $n=2$. The total is $2(0.85)+2(0.35)=2.40$, so the effective charge is $15.60$. At leading order

$$\Delta g_{\rm scr}\approx\frac{18^2-15.60^2}{6c^2}=\frac{80.64}{6\times18778.9}=0.000716 .$$

The full formula for $g_D$, evaluated at both charges, gives $0.000723$.

**Estimate from a computed core.** A restricted Hartree–Fock calculation for $1s^22s^2$, in a basis of 18 Gaussian $s$ functions, supplies the core density $\rho(r)$. This density is kept frozen. The Dirac equation for $2p_{1/2}$ is then integrated numerically in two potentials. The first is the nuclear attraction plus the electrostatic (Hartree) repulsion of the core. The second adds the local exchange potential $-(3\rho/\pi)^{1/3}$. The kinetic energies come from a finite-difference solution of the Schrödinger equation in the same potentials.

| Potential | $T$ (hartree) | $\Delta g_{\rm scr}$ | Assembled $g$ |
|---|---:|---:|---:|
| Slater charge | 30.42 | 0.000723 | 0.66372 |
| Hartree core | 30.45 | 0.000716 | 0.66372 |
| Hartree core and local exchange | 32.28 | 0.000586 | 0.66359 |

In the Hartree potential $T$ falls by $40.50-30.45=10.05$ hartree. The kinetic-energy law turns this into $\tfrac43(10.05)/18778.9=0.000714$, close to the $0.000716$ of the Dirac solution. The fall in kinetic energy thus accounts for nearly the whole shift within this model. Local exchange is attractive, contracts the orbital and restores part of $T$, which lowers $g$. The local form overstates the size of the effect: it raises $T$ by 1.82 hartree, whereas nonlocal Hartree–Fock exchange with the same frozen core raises it by about 0.58 hartree. The last row of the table is therefore a test of sensitivity, not the true exchange correction.

**What has been shown.** The Hartree result lies $7\times10^{-5}$ above the target, and the result with local exchange lies $6\times10^{-5}$ below it. The target falls between them, but the spread of $1.3\times10^{-4}$ is an indication of model sensitivity and not an error bound. Within these models $g\approx0.6637$, with a variation of about one unit in the fourth decimal. The effects left out are not estimated here, so this variation is not a full uncertainty. To three decimals the models and the target agree: all round to $0.664$. The omitted Breit part, discussed next, is not evaluated. The fourth decimal is therefore not established, and the third is supported only within these models.

A complete calculation needs nonlocal exchange, correlation, nuclear recoil, the binding corrections to the anomaly and the Breit interaction, which is the magnetic and retarded part of the force between electrons. The Breit part cannot be dismissed by counting powers. The applied field induces a diamagnetic current in the core, whose own field is of relative order $\alpha^2\langle1/r\rangle\sim\alpha^2Z$. The screening term scales in the same way, because $T$ changes by an amount proportional to $Z$ at leading order.

## Two variations

### 1. The anomalous term in the $^2P_{3/2}$ level

Consider the same configuration with $j=3/2$. What does the anomaly contribute?

The state with $m_j=3/2$ is $|1,\uparrow\rangle$, with $\langle l_z\rangle=1$ and $\langle s_z\rangle=1/2$. Therefore

$$\frac32g=1+\frac{g_s}{2}\quad\Rightarrow\quad g=\frac23+\frac{g_s}{3}=\frac43+\frac{\alpha}{3\pi}.$$

The term has the same size as in $^2P_{1/2}$ and the opposite sign, because the spin now points along $\mathbf j$. At this order the anomaly cancels from the sum of the two $g$ factors.

### 2. Where screening cancels the anomaly

The target for argon lies close to the bare Dirac value. For which nuclear charge, along the boron-like sequence, would the anomalous and screening terms cancel?

Use the leading-order law with a screening constant $s$ that does not depend on $Z$:

$$\frac{\alpha^2}{6}\left[Z^2-(Z-s)^2\right]=\frac{\alpha}{3\pi}.$$

The square bracket is $2Zs-s^2$. Multiplying by $6/\alpha^2$ and solving for $Z$,

$$2Zs-s^2=\frac{2}{\pi\alpha}\quad\Rightarrow\quad Z=\frac s2+\frac{1}{\pi\alpha s}.$$

With $s=2.40$ this gives $Z\approx1.2+18.2=19.4$. Argon lies just below the crossing, so the negative anomaly slightly outweighs the positive screening term. For lighter ions in this model the anomaly dominates, and for heavier ones screening does. The crossing is approximate, and a smaller $s$ moves it to larger $Z$: the same formula gives about 21.5 for $s=2.14$, the value the target requires, and about 23.6 for $s=1.93$, the value implied by $T$ with local exchange. The closeness of $g$ to $g_D$ in argon is thus a partial cancellation of two separate effects, each several times larger than their sum.
